**Thickness bias from zero-mean noise in a nonlinear calibration**

The program examines the leading bias $-f''\sigma^2/(2f'^3)$ of a thickness obtained by inverting a calibration $f(t)$, where $\sigma$ is the standard deviation of the signal noise. The ratio of this bias to the first-order uncertainty $u=\sigma/|f'|$ is $\rho=|f''|\sigma/(2f'^2)$. Bisection and direct averaging over the noise supply values that do not use the expansion. For skewed noise, the program asserts that the remainders of the bias and variance formulas scale as the fourth and fifth powers of $\sigma$; halving the noise reduces them by factors of 16.06 and 32.18. For an attenuated signal it asserts the next-order departure from the leading bias, the fourth-order scaling of the corrected bias, and the threefold reduction when three signals are averaged before inversion. A simulation at 6 nm gives coverage of 0.478 for a nominal 95% interval when 2931 inverted readings are averaged, and 0.949 when the signals are averaged first. For an interference fringe, the program asserts the variance correction at the inflection and the square-root law for the bias at the maximum, where the output gives −1.89 nm.

## Check in Python

```python
"""Bias of a thickness inferred through a nonlinear calibration.

Result under test: a reading s = f(t) + sigma*z, with E z = 0 and E z^2 = 1,
is inverted on a monotone branch of f. The mean thickness error is
    -f'' sigma^2 / (2 f'^3) + higher orders,
and its ratio to the first-order uncertainty u = sigma/|f'| is
    rho = |f''| sigma / (2 f'^2).
Symbols: t thickness, f calibration, sigma signal noise, z scaled noise,
m3 and m4 third and fourth moments of z.
Numerical side: bisection of f and direct averaging over the noise.
"""
import numpy as np
import sympy as sp
from scipy.special import beta as beta_function
from scipy.stats import norm

T = sp.symbols("t", real=True)


def invert(f, signal, low, high):
    """Bisection on a monotone branch; outside readings go to its ends."""
    signal = np.asarray(signal, dtype=float)
    a = np.full(signal.shape, float(low))
    b = np.full(signal.shape, float(high))
    direction = 1.0 if f(high) > f(low) else -1.0
    for _ in range(65):
        middle = 0.5 * (a + b)
        below = direction * (f(middle) - signal) < 0
        a = np.where(below, middle, a)
        b = np.where(below, b, middle)
    return 0.5 * (a + b)


def averaged_error(f, t0, sigma, z, w, low, high):
    """Mean and variance of the thickness error by direct averaging."""
    error = invert(f, f(t0) + sigma * z, low, high) - t0
    mean = w @ error
    return mean, w @ (error - mean) ** 2


def expansion(expr, t0, sigma, m3, m4):
    """Quantities predicted from derivatives of the calibration."""
    f1, f2, f3 = [float(sp.diff(expr, T, k).subs(T, t0)) for k in (1, 2, 3)]
    g1 = 1 / f1
    g2 = -f2 / f1**3
    g3 = (3 * f2**2 - f1 * f3) / f1**5
    quartic = g2**2 * (m4 - 1) / 4 + g1 * g3 * m4 / 3
    return {
        "u": sigma / abs(f1),
        "bias2": g2 * sigma**2 / 2,
        "bias3": g2 * sigma**2 / 2 + g3 * m3 * sigma**3 / 6,
        "var4": (g1 * sigma) ** 2 + g1 * g2 * m3 * sigma**3
                + quartic * sigma**4,
        "rho": abs(f2) * sigma / (2 * f1**2),
    }


# Bell-shaped noise bounded at three standard deviations.
x, wx = np.polynomial.legendre.leggauss(100)
z_bell = 3 * x
w_bell = wx * 35 / 32 * (1 - x**2) ** 3
m4_bell = w_bell @ z_bell**4
assert abs(w_bell.sum() - 1) < 1e-12
assert abs(w_bell @ z_bell**2 - 1) < 1e-12

# Skewed noise and a saturating calibration: orders of the remainders.
z_skew, w_skew = np.array([2.0, -0.5]), np.array([0.2, 0.8])
m3_skew, m4_skew = w_skew @ z_skew**3, w_skew @ z_skew**4
saturating = 1 - sp.exp(-T) + T / 5
f_sat = sp.lambdify(T, saturating, "numpy")
bias_rest, var_rest = [], []
for noise in (0.01, 0.005):
    mean, var = averaged_error(f_sat, 0.5, noise, z_skew, w_skew, 0, 2)
    p = expansion(saturating, 0.5, noise, m3_skew, m4_skew)
    bias_rest.append(mean - p["bias3"])
    var_rest.append(var - p["var4"])
bias_order_ratio = bias_rest[0] / bias_rest[1]
var_order_ratio = var_rest[0] / var_rest[1]
assert 15 < bias_order_ratio < 17.5   # fourth order: 16 in the limit
assert 28 < var_order_ratio < 36      # fifth order: 32 in the limit
print("Skewed-noise test, noise halved from 0.01 to 0.005")
print(f"  skewness m3 = {m3_skew:.2f}, m4 = {m4_skew:.2f}")
print(f"  bias remainder falls by factor {bias_order_ratio:.2f}")
print(f"  variance remainder falls by factor {var_order_ratio:.2f}")

# Attenuation of a substrate signal.
L, sigma_a = 3.0, 0.01
attenuation = sp.exp(-T / L)
f_att = sp.lambdify(T, attenuation, "numpy")


def corrected_bias(t0, sigma):
    """Bias left after a correction evaluated at each noisy reading."""
    s = f_att(t0) + sigma * z_bell
    estimate = invert(f_att, s, -5, 60)
    return w_bell @ (estimate - L * sigma**2 / (2 * s**2)) - t0


print(f"Bell noise: m4 = {m4_bell:.4f}, bound = 3 sigma")
print(f"Attenuation: L = {L:.1f} nm, sigma = {sigma_a:.3f}")
for t0 in (3.0, 6.0, 9.0, 10.0):
    mean, var = averaged_error(f_att, t0, sigma_a, z_bell, w_bell, -5, 60)
    p = expansion(attenuation, t0, sigma_a, 0, m4_bell)
    r = sigma_a / f_att(t0)
    # The logarithm's next term fixes the departure from leading order.
    assert abs(mean / p["bias2"] - 1 - m4_bell * r**2 / 2) < 5 * r**4
    left = corrected_bias(t0, sigma_a)
    assert abs(left) < abs(mean)
    print(f" t = {t0:.0f} nm: signal {f_att(t0):.5f}, sigma/signal {r:.4f}")
    print(f"   bias: full {mean:.5f} nm, leading {p['bias2']:.5f} nm")
    print(f"   std: full {np.sqrt(var):.4f} nm, first-order {p['u']:.4f} nm")
    print(f"   rho {p['rho']:.4f}, bias after correction {left:.6f} nm")

correction_ratio = corrected_bias(6, 0.005) / corrected_bias(6, 0.0025)
assert 15.5 < correction_ratio < 16.5
print(f"Corrected bias, sigma 0.005 to 0.0025: factor {correction_ratio:.2f}")

# Average three signals before inversion, by three-dimensional quadrature.
p6 = expansion(attenuation, 6, sigma_a, 0, m4_bell)
xs, ws = np.polynomial.legendre.leggauss(20)
ws = ws * 35 / 32 * (1 - xs**2) ** 3
z_mean = (xs[:, None, None] + xs[None, :, None] + xs[None, None, :]).ravel()
w_mean = (ws[:, None, None] * ws[None, :, None] * ws[None, None, :]).ravel()
bias_three, _ = averaged_error(f_att, 6, sigma_a, z_mean, w_mean, -5, 60)
assert abs(bias_three / (p6["bias2"] / 3) - 1) < 0.01
print(f"Three signals averaged first, 6 nm: bias {bias_three:.6f} nm")

# Interval coverage for many readings; Beta(4,4) gives the bell noise.
rng = np.random.default_rng(12345)
crossing = 1 / p6["rho"] ** 2
N = int(round(4 * crossing))
half_width = norm.ppf(0.975) * p6["u"] / np.sqrt(N)
repeats, hit_inverted, hit_signal = 2000, 0, 0
for _ in range(20):
    z = 3 * (2 * rng.beta(4, 4, size=(repeats // 20, N)) - 1)
    signals = f_att(6.0) + sigma_a * z
    inverted_mean = np.mean(-L * np.log(signals), axis=1)
    from_mean = -L * np.log(np.mean(signals, axis=1))
    hit_inverted += np.sum(abs(inverted_mean - 6) < half_width)
    hit_signal += np.sum(abs(from_mean - 6) < half_width)
cover_inverted, cover_signal = hit_inverted / repeats, hit_signal / repeats
shift = p6["rho"] * np.sqrt(N)
limit = norm.ppf(0.975)
predicted = norm.cdf(limit - shift) - norm.cdf(-limit - shift)
# Four binomial standard deviations for the finite number of repeats.
assert abs(cover_inverted - predicted) < 4 * np.sqrt(0.25 / repeats)
assert abs(cover_signal - 0.95) < 4 * np.sqrt(0.95 * 0.05 / repeats)
print(f"Averaging at 6 nm: bias equals random part at N = {crossing:.0f}")
print(f"  simulation: N = {N}, repeats = {repeats}")
print(f"  nominal 95% half-width {half_width:.5f} nm")
print(f"  invert then average: coverage {cover_inverted:.3f}")
print(f"  predicted coverage {predicted:.3f}")
print(f"  average then invert: coverage {cover_signal:.3f}")

# Two-beam interference fringe.
index, wavelength, sigma_f = 1.5, 600.0, 0.005
k = 4 * np.pi * index / wavelength
top = np.pi / k
fringe = (1 - sp.cos(k * T)) / 2
f_fr = sp.lambdify(T, fringe, "numpy")
print(f"Fringe: n = {index}, wavelength = {wavelength:.0f} nm")
print(f"  sigma = {sigma_f}, maximum at {top:.1f} nm")
for t0 in (50.0, 75.0, 90.0):
    mean, var = averaged_error(f_fr, t0, sigma_f, z_bell, w_bell, 0, top)
    p = expansion(fringe, t0, sigma_f, 0, m4_bell)
    if t0 == 50.0:
        assert abs(mean) < 1e-9
    else:
        # Next even order is a few per cent close to the maximum.
        assert abs(mean / p["bias2"] - 1) < 0.05
    print(f" t = {t0:.0f} nm: rho {p['rho']:.5f}, u {p['u']:.4f} nm")
    print(f"   bias: full {abs(mean) if t0 == 50 else mean:.5f} nm, "
          f"leading {abs(p['bias2']) if t0 == 50 else p['bias2']:.5f} nm")

# At the inflection the bias vanishes but the variance is still corrected.
sigma_i = 0.05
_, var = averaged_error(f_fr, 50, sigma_i, z_bell, w_bell, 0, top)
p = expansion(fringe, 50, sigma_i, 0, m4_bell)
excess = var / p["u"] ** 2 - 1
excess_predicted = p["var4"] / p["u"] ** 2 - 1
assert abs(excess / excess_predicted - 1) < 0.03
print(f"Inflection, sigma = {sigma_i}: relative variance excess")
print(f"  full {excess:.5f}, fourth-order formula {excess_predicted:.5f}")

# Distance from the maximum at which the noise first reaches it.
edge = top - float(invert(f_fr, 1 - 3 * sigma_f, 0, top))
curvature = abs(float(sp.diff(fringe, T, 2).subs(T, top)))
edge_quadratic = np.sqrt(6 * sigma_f / curvature)
rho_edge = expansion(fringe, top - edge, sigma_f, 0, m4_bell)["rho"]
assert abs(edge_quadratic / edge - 1) < 0.01
assert abs(rho_edge * 12 - 1) < 0.03
print(f"Noise reaches maximum from {edge:.3f} nm away")
print(f"  quadratic estimate {edge_quadratic:.3f} nm, rho {rho_edge:.4f}")

# Error at the maximum; z = -3 v^2 removes the square-root singularity.
v, wv = (x + 1) / 2, wx / 2
w_half = wv * 2 * v * 35 / 32 * (1 - v**4) ** 3


def error_at_maximum(sigma):
    error = invert(f_fr, 1 - 3 * sigma * v**2, 0, top) - top
    return w_half @ error, np.sqrt(w_half @ error**2)


root_moment = np.sqrt(3) * beta_function(0.75, 4) / beta_function(0.5, 4)
bias_top, rms_top = error_at_maximum(sigma_f)
bias_quarter, _ = error_at_maximum(sigma_f / 4)
bias_root = -np.sqrt(sigma_f / (2 * curvature)) * root_moment
assert abs(bias_top / bias_root - 1) < 0.005
assert abs(bias_top / bias_quarter - 2) < 0.01
print(f"At maximum: E sqrt|z| = {root_moment:.4f}")
print(f"  bias: full {bias_top:.4f} nm, square-root law {bias_root:.4f} nm")
print(f"  root-mean-square error {rms_top:.4f} nm")
print(f"  bias with sigma/4: {bias_quarter:.4f} nm")

print("all assertions hold")
```

It prints:

```
Skewed-noise test, noise halved from 0.01 to 0.005
  skewness m3 = 1.50, m4 = 3.25
  bias remainder falls by factor 16.06
  variance remainder falls by factor 32.18
Bell noise: m4 = 2.4545, bound = 3 sigma
Attenuation: L = 3.0 nm, sigma = 0.010
 t = 3 nm: signal 0.36788, sigma/signal 0.0272
   bias: full 0.00111 nm, leading 0.00111 nm
   std: full 0.0816 nm, first-order 0.0815 nm
   rho 0.0136, bias after correction -0.000001 nm
 t = 6 nm: signal 0.13534, sigma/signal 0.0739
   bias: full 0.00825 nm, leading 0.00819 nm
   std: full 0.2229 nm, first-order 0.2217 nm
   rho 0.0369, bias after correction -0.000082 nm
 t = 9 nm: signal 0.04979, sigma/signal 0.2009
   bias: full 0.06383 nm, leading 0.06051 nm
   std: full 0.6296 nm, first-order 0.6026 nm
   rho 0.1004, bias after correction -0.005519 nm
 t = 10 nm: signal 0.03567, sigma/signal 0.2803
   bias: full 0.13204 nm, leading 0.11787 nm
   std: full 0.9248 nm, first-order 0.8409 nm
   rho 0.1402, bias after correction -0.028713 nm
Corrected bias, sigma 0.005 to 0.0025: factor 16.09
Three signals averaged first, 6 nm: bias 0.002737 nm
Averaging at 6 nm: bias equals random part at N = 733
  simulation: N = 2931, repeats = 2000
  nominal 95% half-width 0.00803 nm
  invert then average: coverage 0.478
  predicted coverage 0.484
  average then invert: coverage 0.949
Fringe: n = 1.5, wavelength = 600 nm
  sigma = 0.005, maximum at 100.0 nm
 t = 50 nm: rho 0.00000, u 0.3183 nm
   bias: full 0.00000 nm, leading 0.00000 nm
 t = 75 nm: rho 0.00707, u 0.4502 nm
   bias: full 0.00319 nm, leading 0.00318 nm
 t = 90 nm: rho 0.04980, u 1.0301 nm
   bias: full 0.05310 nm, leading 0.05130 nm
Inflection, sigma = 0.05: relative variance excess
  full 0.00834, fourth-order formula 0.00818
Noise reaches maximum from 7.817 nm away
  quadratic estimate 7.797 nm, rho 0.0821
At maximum: E sqrt|z| = 0.8398
  bias: full -1.8918 nm, square-root law -1.8902 nm
  root-mean-square error 2.8859 nm
  bias with sigma/4: -0.9453 nm
all assertions hold
```
